# Three-halves absorption law at a parity-forbidden direct band edge

## Second half: the law from the relative motion of the pair

### What is carried over

The gap is $E_g$, the excess photon energy $\Delta=\omega-E_g$, the reduced mass $\mu$, and $k=\sqrt{2\mu\Delta}$. The matrix element along the polarization is $\mathbf b\cdot\mathbf k$. The first half found $n\alpha\omega=(8\pi^2/c)J$, where $J$ is the strength per volume and energy for one spin, and

$$J=\frac{|\mathbf b|^2\mu k^3}{6\pi^2},\qquad n\alpha\omega=\frac{2|\mathbf b|^2}{3c}(2\mu)^{5/2}\Delta^{3/2}.\tag{9}$$

The model film has $E_g=2.8$ eV, $\mu=0.1818$, $b=1.069$ and $n=2$. Odd valence states lie $D=0.8$ eV below the edge and couple to the conduction band with $P_c=0.5144$. At $\Delta=0.2$ eV the law gives $\alpha\approx240$ cm$^{-1}$.

### The light creates a pair with a node

The second derivation works with the wave function of the electron relative to the hole. In a crystal of volume $V$, an excited state is a superposition of vertical excitations with amplitudes $A(\mathbf k)$, where $\sum_{\mathbf k}|A|^2=1$. Its relative wave function is

$$\phi(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

The matrix element from the ground state is $\sum_{\mathbf k}A^*(\mathbf k)\,\mathbf b\cdot\mathbf k$. Each factor $\mathbf k$ is produced by a gradient of $\phi^*$ at the origin, so the element equals $i\sqrt V\,\mathbf b\cdot\nabla\phi^*(0)$. Dividing the squared element by the volume gives

$$J=\sum_\nu|\mathbf b\cdot\nabla\phi_\nu^*(0)|^2\,\delta(E_\nu-\Delta),\tag{10}$$

where $E_\nu$ is the energy of the relative motion above the gap. An allowed edge would have the value $\phi_\nu(0)$ in place of the gradient.

For parabolic bands the kinetic energy is $k^2/(2\mu)$, which acts on $\phi$ as $-\nabla^2/(2\mu)$. The states can be classified by the angular momentum $l$ of the relative motion. Near the origin a regular state varies as $r^l$. The states with $l=0$ are spherical and have no gradient at the origin, and for $l\ge2$ the gradient vanishes there too. The forbidden edge therefore creates pairs with $l=1$.

Take the three real states

$$\phi_j(\mathbf r)=\sqrt{\frac3{4\pi}}\,\frac{x_j}{r}\,\frac{u(kr)}{r}\,B,\qquad j=1,2,3,$$

with radial function $u$ and normalization constant $B$. The angular factor is normalized because the average of $x_j^2/r^2$ over directions is $1/3$. Let $u(\rho)$, with $\rho=kr$, have unit amplitude of oscillation at large $\rho$, and let $u\approx C\rho^2$ at small $\rho$.

To fix $B$, enclose the pair in a sphere of large radius $L$. The mean of the squared oscillation is one half, so normalization requires $B^2L/2=1$. The condition $u(kL)=0$ spaces the allowed wave numbers by $\pi/L$, up to corrections that vanish relative to the spacing as $L\to\infty$. Because $dE/dk=k/\mu$, there are $(L/\pi)(\mu/k)$ levels per unit energy. The product of $B^2$ and this density is

$$\frac2L\cdot\frac L\pi\cdot\frac\mu k=\frac{2\mu}{\pi k}.$$

Near the origin $u/r\approx Ck^2r$, so $\phi_j\approx\sqrt{3/4\pi}\,BCk^2x_j$. Its gradient points along axis $j$. Summing over the three states in (10),

$$J=\frac{3}{4\pi}|\mathbf b|^2C^2k^4\cdot\frac{2\mu}{\pi k}=\frac{3|\mathbf b|^2\mu k^3}{2\pi^2}C^2.\tag{11}$$

Without an interaction the radial equation is $u''+(1-2/\rho^2)u=0$. Its regular solution of unit amplitude is $u=\sin\rho/\rho-\cos\rho$. Differentiating twice gives $u''+u=2\sin\rho/\rho^3-2\cos\rho/\rho^2=2u/\rho^2$, as required. The series is $u=(1-\rho^2/6)-(1-\rho^2/2)+\dots=\rho^2/3+\dots$, so $C=1/3$. Equation (11) then becomes (9), with the same factor.

In this picture the centrifugal barrier keeps a slow pair apart. Its gradient at contact is small, and this suppresses the absorption near the gap.

### What the electron–hole attraction does

The relative picture can include the attraction. Let it be $-1/(\varepsilon r)$ with a constant permittivity $\varepsilon$, and neglect electron–hole exchange. Define the effective radius $a_x=\varepsilon/\mu$, the binding energy $R=\mu/(2\varepsilon^2)$ of the lowest hydrogen-like state, and $\gamma=1/(ka_x)$. Then $\gamma^2=\mu^2/(\varepsilon^2k^2)=R/\Delta$. The attraction gives the $l=0$ states a cusp at the origin, but their amplitudes $A(\mathbf k)$ are even, so the sum of $A^*\,\mathbf b\cdot\mathbf k$ still vanishes and only $l=1$ contributes. The radial equation is

$$u''+\left(1+\frac{2\gamma}\rho-\frac2{\rho^2}\right)u=0.$$

Setting $u=\rho^2F$ gives $\rho F''+4F'+(\rho+2\gamma)F=0$. Try the integral

$$F(\rho)=\int_{-1}^{1}e^{i\rho s}w(s)\,ds.$$

Insertion gives the integrand $e^{i\rho s}[\rho(1-s^2)+4is+2\gamma]w$. Replace $\rho e^{i\rho s}$ by $-i\,d(e^{i\rho s})/ds$ and integrate by parts. The boundary terms vanish, and the equation holds if

$$(1-s^2)\frac{w'}w=-2s+2i\gamma,\qquad w=(1-s)^{1-i\gamma}(1+s)^{1+i\gamma}.$$

At small $\rho$ the exponential is one, and the beta integral gives

$$F(0)=2^3\,\frac{\Gamma(2-i\gamma)\Gamma(2+i\gamma)}{\Gamma(4)}=\frac43|\Gamma(2+i\gamma)|^2.$$

At large $\rho$ the integral comes from its two end points. Near $s=1$ put $s=1-x$. The contribution is

$$e^{i\rho}2^{1+i\gamma}\int_0^\infty e^{-i\rho x}x^{1-i\gamma}dx=e^{i\rho}2^{1+i\gamma}\,\Gamma(2-i\gamma)\,(i\rho)^{-2+i\gamma},$$

where the contour is turned into the lower half-plane for convergence. Since $i=e^{i\pi/2}$, the modulus of $(i\rho)^{-2+i\gamma}$ is $\rho^{-2}e^{-\pi\gamma/2}$. The end point $s=-1$ gives the complex conjugate. Thus $u=\rho^2F$ oscillates with amplitude $4|\Gamma(2+i\gamma)|e^{-\pi\gamma/2}$. Division by this amplitude gives

$$C=\frac{F(0)}{4|\Gamma(2+i\gamma)|e^{-\pi\gamma/2}}=\frac13|\Gamma(2+i\gamma)|e^{\pi\gamma/2}.$$

From $\Gamma(2+i\gamma)=(1+i\gamma)\Gamma(1+i\gamma)$ and $|\Gamma(1+i\gamma)|^2=\pi\gamma/\sinh\pi\gamma$, the ratio of (11) to its value without attraction is

$$S=9C^2=(1+\gamma^2)\frac{2\pi\gamma}{1-e^{-2\pi\gamma}}.\tag{12}$$

Close to the gap, $\Delta\ll R$ and $\gamma$ is large, so $S\approx2\pi\gamma^3$. The product $S\Delta^{3/2}$ tends to the constant $2\pi R^{3/2}$: the continuum starts at a finite value, not with a three-halves power. Bound pairs with $l=1$ appear below the gap. Close to it their strength per unit energy tends to the same value, so once the lines are broadened the total absorption has no step at the gap.

Far above the gap, $S\approx1+\pi\gamma$. This approaches one slowly: a deviation of 10 % needs $\pi\gamma\approx0.1$, or $\Delta\approx1000R$. Within this model, neglecting excitons is justified where screening by other carriers removes the attraction, or where $\Delta$ exceeds $R$ by such a factor while the bands remain parabolic.

### What each derivation assumes

Both derivations use a uniform light field, vertical transitions, filled and empty bands, and an element linear in $\mathbf k$. Without interaction the plane waves of the first and the spherical waves of the second are two complete sets for the same pair motion. Their agreement confirms the counting of states, but it does not test the shared assumptions.

The sum over $\mathbf k$ needs independent electrons, because it treats each vertical excitation as an eigenstate. It does not need parabolic bands: the full $\omega_{cv}(\mathbf k)$ and $\mathbf p_{cv}(\mathbf k)$ can be put into $J$, and anisotropic masses cost one change of variables.

The relative-motion derivation can include the attraction between the electron and the hole. In the form used here it needs an isotropic parabolic pair energy, so that the kinetic energy is $-\nabla^2/(2\mu)$ and $l$ is conserved. With the attraction it also needs a pair much larger than the lattice spacing and a single permittivity. The first method therefore suits the study of band shape, and the second that of excitons. Neither, as used here, treats both together.

### How far the law holds in the model film

**Band shape.** Full diagonalization of the eight-state model, without excitons, gives these ratios to the law. The local exponent is $s=d\ln(n\alpha\omega)/d\ln\Delta$.

| $\Delta$ (eV) | model / law | $s$ |
|---|---|---|
| 0.001 | 0.998 | 1.498 |
| 0.05 | 0.917 | 1.415 |
| 0.1 | 0.844 | 1.338 |
| 0.2 | 0.722 | 1.199 |
| 0.3 | 0.624 | 1.079 |

The limit is the three-halves power, but at 0.2 eV the model absorbs 173 cm$^{-1}$, which is 28 % below the law.

**Gap from a plot.** Suppose $(\alpha\omega)^q$ is plotted against $\omega$ at constant $n$, and a tangent is drawn at excess energy $\Delta_0$. The relative slope of the plotted quantity is $qs/\Delta_0$, so the tangent meets the axis at $E_g+\Delta_0[1-1/(qs)]$. For the law, $s=3/2$. The plot with $q=2/3$ then returns the gap, while $q=2$, which suits an allowed edge, overstates it by $2\Delta_0/3$. For $\Delta_0=0.2$ eV that is 0.13 eV. With the full model's $s=1.199$, the errors are $-0.05$ eV for $q=2/3$ and $+0.12$ eV for $q=2$.

**Excitons.** With $\varepsilon=9$, $R=0.1818/(2\cdot81)$ hartree, or 31 meV. At 0.2 eV, $\gamma=0.39$ and $S=3.1$, which raises the law's 240 cm$^{-1}$ to about 740 cm$^{-1}$. This permittivity includes the response of the lattice, which may not follow a pair so far above the gap. With the electronic value $n^2=4$ the factor would be 9.8, so the enhancement is known only roughly. The radius $a_x$ is 2.6 nm for $\varepsilon=9$ but 1.2 nm for $\varepsilon=4$, about the edge of the cubic cell of indium oxide (roughly 1.0 nm), so in the second case the pair is not much larger than the lattice spacing and 9.8 only indicates the direction of the change. With $\varepsilon=9$ the local exponent of the law times $S$ is 0.98. A measured exponent near one would thus not by itself exclude a forbidden edge.

**Carriers.** At zero temperature a carrier density $N$ fills the conduction band up to $k_F=(3\pi^2N)^{1/3}$. For rigid parabolic bands the onset moves up by $k_F^2/(2\mu)$: 0.02 eV for $10^{18}$ cm$^{-3}$ and 0.43 eV for $10^{20}$ cm$^{-3}$. At 300 K the final state of the 0.2 eV transition is filled with probability $5\times10^{-4}$ in the first case and 0.9997 in the second.

**Loss of parity.** Let disorder or a lattice vibration, treated as a static and uniform disturbance that conserves $\mathbf k$, couple the valence edge to an odd state below it with energy $W$. The edge gains an admixture $W/D$ and an allowed element $WP_c/D$ for light polarized along that odd state. The cross term with $\mathbf b\cdot\mathbf k$ is odd in $\mathbf k$ and integrates to zero, so the strengths add. They are equal when $WP_c/D=bk/\sqrt3$:

$$W=\frac{0.8\ \mathrm{eV}\times1.069\times0.0517}{1.732\times0.5144}\approx0.05\ \mathrm{eV}.$$

For this polarization, a coupling this small doubles the law's absorption at 0.2 eV. In the full model, where the forbidden part is weaker, it raises the absorption by a factor of about 2.4. The allowed part grows as $\Delta^{1/2}$ and the forbidden part as $\Delta^{3/2}$, so the allowed part dominates closer to the gap.

**Smaller effects.** Hole masses of 1, 2 and 10 along three axes, at fixed $b$, change the strength by $-9$ % for $\mathbf b$ along the lightest axis and $+7$ % along the heaviest, relative to an isotropic mass of 2. If the index follows a single oscillator at 9 eV, it rises by 2.8 % between 2.8 and 3.6 eV. The photon wave number $q=n\omega/c$ changes the element by less than $bq$ in this model, and $(q/k)^2\approx10^{-3}$.

### Beside real indium oxide

Indium oxide has a parity-forbidden lowest direct transition, a gap somewhat below 3 eV and strong absorption starting roughly 0.8 eV higher. The gap, electron mass and permittivity used here are typical rough values. The hole mass is uncertain, the coupling of the valence edge to the odd states below it, to which $b$ is proportional, was chosen freely, and the real valence edge has further bands close by, so 240 cm$^{-1}$ is a scale and not a prediction. A film doped for use as a transparent electrode can hold $10^{20}$ carriers per cm$^3$ or more, which breaks the assumption of an empty conduction band. At $10^{20}$ cm$^{-3}$ and 300 K, filling of parabolic bands alone lowers the interband absorption at 3.0 eV to about 0.03 % of its unfilled value. This value holds for parabolic bands only; the nonparabolic bands of the full model would change it.

The gap meant here is the one at the temperature of use; its thermal shift and the band tails are not estimated. In an amorphous film $\mathbf k$ and parity are not good labels, and neither derivation applies as it stands. The remaining values are in the numerical output.

## Computed results

```
1D crystal: slope of p_cv, direct    0.65401
1D crystal: slope of p_cv, k.p sum   0.65405
1D crystal: sum rule, ratio          1.000000
gap                                  2.80 eV
odd valence states below edge        0.80 eV
high odd states above valence edge   10.0 eV
electron mass, hole mass             0.20, 2.00 m0
reduced mass                         0.1818 m0
refractive index, permittivity       2.0, 9.0
film thickness                       200 nm
coupling c - low odd                 0.5144 a.u.
coupling v - low odd                 0.0500 a.u.
coupling v - high odd                0.5540 a.u.
slope b of the matrix element        1.0692 (no unit)
excess energy, photon energy         0.20, 3.00 eV
wave number k at this excess         0.9769 1/nm
absorption, three-halves law         239.5 1/cm
absorption, full k.p model           172.9 1/cm
absorption, allowed edge             62218 1/cm
absorbed in one pass, law            0.478 %
absorbed in one pass, allowed        71.2 %
excess (eV), full model / law, local exponent of full model:
  0.001  0.9982  1.4982
  0.020  0.9656  1.4653
  0.050  0.9172  1.4154
  0.100  0.8443  1.3376
  0.200  0.7221  1.1989
  0.300  0.6244  1.0785
tangent intercept above true gap, taken at the example's excess:
  law, power 2: 0.1333 eV
  law, power 2/3: -0.0000 eV
  full model, power 2: 0.1166 eV
  full model, power 2/3: -0.0502 eV
exciton binding energy               30.5 meV
exciton enhancement factor           3.096
exponent of law with exciton factor  0.983
carriers 1e+18 1/cm3: onset shift at 0 K 0.0201 eV
  final state filled at 300 K: 4.595e-04
carriers 1e+20 1/cm3: onset shift at 0 K 0.4321 eV
  final state filled at 300 K: 9.997e-01
odd mixing energy for equal strength 49.6 meV
hole masses 1, 2, 10: strength ratio 0.911 (light axis)
hole masses 1, 2, 10: strength ratio 1.072 (heavy axis)
oscillator energy for index          9.0 eV
index change, gap to strong onset    2.77 %
(photon wave number / k) squared     9.69e-04
```
